# Seebeck and Peltier tensors of a monoclinic two-carrier conductor

## Problem

A homogeneous crystal carries an electric current density $\mathbf J$ and a heat current density $\mathbf J_Q$ in zero magnetic field. In linear response

$$
\mathbf J=\sigma\mathbf E-\alpha\nabla T,\qquad
\mathbf J_Q=T\alpha'\mathbf E-\kappa_0\nabla T .
$$

Here $\mathbf E$ is the electrochemical field, which includes the gradient of the chemical potential $\mu$, and heat is energy measured from $\mu$. The Seebeck tensor $S$ is defined by $\mathbf E=S\nabla T$ at $\mathbf J=0$. The Peltier tensor $\Pi$ is defined by $\mathbf J_Q=\Pi\mathbf J$ at $\nabla T=0$.

1. From the linearized Boltzmann equation with detailed balance, find how $\alpha'$ is related to $\alpha$, and hence $\Pi$ to $S$. When is $\alpha$ itself symmetric?
2. The crystal is monoclinic with its twofold axis along $y$. For symmetric $\sigma$ and $\alpha$, decide when the $(x,z)$ block of $S$ is symmetric. Construct the simplest example you can in which it is not, and verify the Peltier relation on it.
3. Realize such a case with one electron and one hole pocket, and find $S_{xz}-S_{zx}$.
4. Evaluate the model for a gap of 0.20 eV at 300 K, with $\mu$ 0.11 eV above the valence band top. The electron masses are 0.1 (light) and 0.6 (heavy) in the plane and 0.3 along $y$; the hole masses are 0.2, 0.8 and 0.4, in units of the electron mass. The light axes lie at 10° (electrons) and 50° (holes) from $x$ towards $z$. The relaxation time is $\tau=\tau_0(E/k_BT)^{-1/2}$ with $\tau_0=0.2$ ps for both, where $E$ is the energy from the band edge. Judge what the model neglects.

The algebra uses atomic units, $\hbar=m_e=e=1$, with $k_B$ kept.

## Solution

### 1. Reciprocity

Let $w_{kk'}$ be the scattering rate from state $k'$ to $k$. With Pauli blocking, the collision term is

$$
C_k=\sum_{k'}\left[w_{kk'}f_{k'}(1-f_k)-w_{k'k}f_k(1-f_{k'})\right].
$$

In equilibrium detailed balance makes the two terms equal for each pair, so $P_{kk'}=w_{kk'}f^0_{k'}(1-f^0_k)$ is symmetric. Write the deviation as $\delta f_k=g_k\phi_k$ with $g_k=f_k^0(1-f_k^0)$. Since $d\ln[f/(1-f)]=df/[f(1-f)]$, the ratio $f/(1-f)$ is multiplied by $1+\phi_k$ to first order. Taking $(1-f_k)(1-f_{k'})$ out of both terms of $C_k$ leaves these ratios, and hence

$$
C_k=\sum_{k'}P_{kk'}(\phi_{k'}-\phi_k)\equiv-(K\phi)_k,\qquad K=K^{\mathsf T}.
$$

The corrections to the common factor drop out because they multiply a difference that vanishes in equilibrium.

For carriers of charge $q$, the field and gradient terms of the steady-state Boltzmann equation balance the collision term:

$$
\mathbf v\cdot\left[q\mathbf E-\frac{\varepsilon-\mu}{T}\nabla T\right]\frac{\partial f^0}{\partial\varepsilon}=C_k,
\qquad -\frac{\partial f^0}{\partial\varepsilon}=\frac{g_k}{k_BT}.
$$

With $a_i=g\,v_i$ and $b_i=(\varepsilon-\mu)a_i$, regarded as vectors over the states, this becomes

$$
\phi=\frac1{k_BT}K^{-1}\sum_j\left[q\,a_jE_j-\frac{b_j}{T}\partial_jT\right].
$$

A constant $\phi$ is annihilated by $K$, because particle number is conserved. I assume a crystal with an inversion centre. Then $K$ maps odd functions of $\mathbf k$ to odd functions, and the driving terms are odd. The inverse is taken among odd functions, where it exists if scattering connects each $\mathbf k$ with $-\mathbf k$.

The currents per unit volume are $J_i=q\,a_i^{\mathsf T}\phi$ and $J_{Q,i}=b_i^{\mathsf T}\phi$. Reading off the coefficients gives

$$
\sigma_{ij}=\frac{q^2}{k_BT}a_i^{\mathsf T}K^{-1}a_j,\quad
\alpha_{ij}=\frac{q}{k_BT^2}a_i^{\mathsf T}K^{-1}b_j,\quad
\alpha'_{ij}=\frac{q}{k_BT^2}b_i^{\mathsf T}K^{-1}a_j .
$$

The symmetry of $K^{-1}$ implies $\sigma=\sigma^{\mathsf T}$ and $\alpha'=\alpha^{\mathsf T}$, the Onsager relations at zero field. They do not say that $\alpha$ is symmetric. If scattering is elastic, however, $K$ connects states of equal energy and commutes with multiplication by $\varepsilon-\mu$. That factor can then be moved from $a_j$ to $a_i$, and $\alpha_{ij}=\alpha_{ji}$. A scalar relaxation time gives the same symmetry, as part 3 shows.

At $\mathbf J=0$ the first transport equation gives $\sigma\mathbf E=\alpha\nabla T$, so $S=\sigma^{-1}\alpha$. At $\nabla T=0$ we have $\mathbf E=\sigma^{-1}\mathbf J$ and $\mathbf J_Q=T\alpha'\sigma^{-1}\mathbf J$. Therefore

$$
\Pi=T\alpha^{\mathsf T}\sigma^{-1}=T(\sigma^{-1}\alpha)^{\mathsf T}=TS^{\mathsf T},
$$

where the middle step uses $\sigma^{-1}=(\sigma^{-1})^{\mathsf T}$. In components, $\Pi_{xz}=TS_{zx}$. The heat current along $x$ per unit electric current along $z$ is tied to the field along $z$ per unit gradient along $x$.

A numerical collision model with 24 states on four energies, with detailed balance and Pauli blocking, illustrates the distinction. The difference $|\alpha_{xz}-\alpha_{zx}|$, relative to the largest element of $\alpha$, is zero for elastic scattering and 0.044 for inelastic scattering. The relation $\Pi=TS^{\mathsf T}$ was tested and holds in both cases.

### 2. Monoclinic symmetry and the simplest example

A twofold rotation about $y$ is $R=\mathrm{diag}(-1,1,-1)$. Invariance, $S=RSR^{\mathsf T}$, changes the sign of the $xy$, $yx$, $yz$ and $zy$ elements, which must vanish. The elements $S_{xz}$ and $S_{zx}$ each acquire $(-1)(-1)=1$, so both are allowed and the rotation does not relate them. A second twofold axis along $x$, $\mathrm{diag}(1,-1,-1)$, would change their sign and remove them. The effect sought here is therefore absent in an orthorhombic crystal.

From here on $\alpha=\alpha^{\mathsf T}$. Then $S^{\mathsf T}=\alpha\sigma^{-1}$, and $S=S^{\mathsf T}$ means $\sigma^{-1}\alpha=\alpha\sigma^{-1}$. Multiplying by $\sigma$ from the left and from the right gives $\alpha\sigma=\sigma\alpha$, and the steps can be reversed. Thus $S$ is symmetric if and only if $\sigma$ and $\alpha$ commute, that is, if they share principal axes. Monoclinic symmetry fixes one common axis, $y$, and leaves the other two free.

For a $2\times2$ matrix, $\sigma^{-1}=[(\mathrm{tr}\,\sigma)I-\sigma]/\det\sigma$. The trace term cancels in the difference, so that

$$
S-S^{\mathsf T}=\sigma^{-1}\alpha-\alpha\sigma^{-1}=-\frac{\sigma\alpha-\alpha\sigma}{\det\sigma}.
$$

A simple example takes $\sigma$ diagonal and anisotropic, and $\alpha$ with an off-diagonal element:

$$
\sigma=\sigma_0\begin{pmatrix}2&0\\0&1\end{pmatrix},\quad
\alpha=\alpha_0\begin{pmatrix}1&1\\1&3\end{pmatrix},\quad
S=\frac{\alpha_0}{\sigma_0}\begin{pmatrix}\tfrac12&\tfrac12\\1&3\end{pmatrix}.
$$

Multiplication by $\sigma^{-1}$ from the left divides the first row of $\alpha$ by 2. The Peltier tensor has $\sigma^{-1}$ on the right, which divides the first column by 2:

$$
\Pi=T\alpha\sigma^{-1}=T\frac{\alpha_0}{\sigma_0}\begin{pmatrix}\tfrac12&1\\\tfrac12&3\end{pmatrix}=TS^{\mathsf T}.
$$

Could a rotation of the axes remove the asymmetry? An antisymmetric $2\times2$ matrix is a multiple of $\epsilon=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$, and $R\epsilon R^{\mathsf T}=(\det R)\,\epsilon=\epsilon$ for every in-plane rotation. So $S_{xz}-S_{zx}$ is independent of the choice of axes.

Nor does the second law forbid it. Solving for the field, $\mathbf E=\sigma^{-1}\mathbf J+S\nabla T$ and $\mathbf J_Q=\Pi\mathbf J-\kappa\nabla T$, where $\kappa$ is the open-circuit thermal conductivity. The entropy production rate times $T$ is

$$
\mathbf J\cdot\mathbf E-\frac{\mathbf J_Q\cdot\nabla T}{T}
=\mathbf J\cdot\sigma^{-1}\mathbf J+\frac{\nabla T\cdot\kappa\nabla T}{T},
$$

because $\mathbf J\cdot S\nabla T=\nabla T\cdot S^{\mathsf T}\mathbf J$ cancels $\nabla T\cdot\Pi\mathbf J/T$. Positive $\sigma$ and $\kappa$ suffice, whatever the antisymmetric part of $S$.

### 3. Two tilted pockets

Place both band edges at the zone centre. The twofold rotation maps each pocket onto itself, so $y$ is a principal axis of each ellipsoid, while the tilt in the $(x,z)$ plane is free. For electrons, $\varepsilon=\varepsilon_c+E$ with $E=\tfrac12\mathbf k\cdot W\mathbf k$, where $W$ is the inverse mass tensor, and $\mathbf v=W\mathbf k$. With a scalar $\tau(E)$,

$$
\sigma_e=2\int\frac{d^3k}{(2\pi)^3}\,\tau\left(-\frac{\partial f^0}{\partial\varepsilon}\right)\mathbf v\mathbf v^{\mathsf T}.
$$

Substitute $\mathbf k=W^{-1/2}\mathbf p$. Then $E=p^2/2$, $\mathbf v=W^{1/2}\mathbf p$ and $d^3k=\sqrt M\,d^3p$, where $M$ is the product of the three masses. The angular average of $\mathbf p\mathbf p^{\mathsf T}$ is $(2E/3)I$, and $p^2dp=\sqrt{2E}\,dE$. Hence

$$
\sigma_e=W\,\frac{2\sqrt{2M}}{3\pi^2}\int_0^\infty E^{3/2}\tau\left(-\frac{\partial f^0}{\partial\varepsilon}\right)dE
=W\,\frac{2\sqrt{2M}}{3\pi^2}\,\tau_0(k_BT)^{3/2}F_0(\eta_e).
$$

The last step inserts the given $\tau$ and integrates by parts in $x=E/k_BT$. Here $\eta_e=(\mu-\varepsilon_c)/k_BT$ and $F_n(\eta)=\int_0^\infty x^n\,dx/(e^{x-\eta}+1)$, so $F_0=\ln(1+e^\eta)$.

The tensor $\alpha_e$ has the extra factor $q(\varepsilon-\mu)/T=-k_B(x-\eta_e)$ under the integral. This factor depends on energy alone, so $\alpha_e=s_e\sigma_e$ with a scalar $s_e$. Since $\int x^2(-df^0/dx)\,dx=2F_1$,

$$
s_e=-k_B\left[\frac{2F_1(\eta_e)}{F_0(\eta_e)}-\eta_e\right].
$$

In the valence band, $\varepsilon=\varepsilon_v-E$ and $\mathbf v=-W\mathbf k$. The product $\mathbf v\mathbf v^{\mathsf T}$ is unchanged, and $-\partial f^0/\partial\varepsilon$ is even in $\varepsilon-\mu$. With $\eta_h=(\varepsilon_v-\mu)/k_BT$, the conductivity therefore has the same form. But $\varepsilon-\mu=-k_BT(x-\eta_h)$, which reverses the sign of the thermoelectric term: $s_h=+k_B[2F_1(\eta_h)/F_0(\eta_h)-\eta_h]$.

Each pocket alone has an isotropic Seebeck tensor $sI$. Together they give $\sigma=\sigma_e+\sigma_h$ and $\alpha=s_e\sigma_e+s_h\sigma_h$, so

$$
[\sigma,\alpha]=s_h[\sigma_e,\sigma_h]+s_e[\sigma_h,\sigma_e]=(s_h-s_e)[\sigma_e,\sigma_h].
$$

Let $\delta_i$ be the light-axis minus the heavy-axis conductivity of pocket $i$, and $\theta_i$ its tilt. Then

$$
\sigma_i=\bar\sigma_iI+\frac{\delta_i}{2}\left(\cos2\theta_i\,Z+\sin2\theta_i\,X\right),\quad
Z=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\ X=\begin{pmatrix}0&1\\1&0\end{pmatrix}.
$$

Because $[Z,X]=2\epsilon$ and $[X,Z]=-2\epsilon$, the commutator is

$$
[\sigma_e,\sigma_h]=\frac{\delta_e\delta_h}{2}\left(\cos2\theta_e\sin2\theta_h-\sin2\theta_e\cos2\theta_h\right)\epsilon .
$$

With $\epsilon_{xz}=1$, and since $S_{xz}-S_{zx}$ is the $xz$ element of $S-S^{\mathsf T}$,

$$
S_{xz}-S_{zx}=-\frac{(s_h-s_e)\,\delta_e\delta_h\sin2(\theta_h-\theta_e)}{2\det\sigma}.
$$

The asymmetry vanishes if $s_e=s_h$, if either pocket is isotropic in the plane, or if the tilts differ by 0° or 90°. It also vanishes when one carrier dominates. To see this, multiply $\sigma_h$ by $\lambda$ at fixed $s_e$ and $s_h$. The numerator grows as $\lambda$, while $\det(\sigma_e+\lambda\sigma_h)=\det\sigma_e+c\lambda+\lambda^2\det\sigma_h$, where $c$ is fixed by the value at $\lambda=1$. The ratio tends to zero at both ends and is largest at $\lambda=\sqrt{\det\sigma_e/\det\sigma_h}$.

Physically, the electron current $\sigma_e(\mathbf E-s_e\nabla T)$ and the hole current $\sigma_h(\mathbf E-s_h\nabla T)$ must cancel as vectors at open circuit. Take $s_e\ne s_h$ and a gradient along the light axis of one pocket that is not a principal axis of the other. If $\mathbf E$ were parallel to $\nabla T$, the two currents could not both vanish, and they would not lie along the same line, so they could not cancel. A transverse field is then needed. This argument shows a transverse field, not yet an asymmetry, since a symmetric $S$ also gives one for a gradient off its principal axes. The asymmetry is seen from $S=s_eI+(s_h-s_e)\,\sigma^{-1}\sigma_h$: the product of two symmetric matrices is symmetric only when they commute.

### 4. Numbers

With $k_BT=0.02585$ eV, the reduced potentials are $\eta_e=-3.481$ and $\eta_h=-4.255$. The pocket coefficients are $s_e=-473.7$ and $s_h=539.6$ µV/K. In S/cm, with rows and columns ordered $x,z$,

$$
\sigma_e=\begin{pmatrix}42.17&6.16\\6.16&8.30\end{pmatrix},\quad
\sigma_h=\begin{pmatrix}10.62&7.00\\7.00&13.09\end{pmatrix},\quad
\sigma=\begin{pmatrix}52.78&13.17\\13.17&21.38\end{pmatrix}.
$$

For instance, $\alpha_{xx}=-0.4737\times42.165+0.5396\times10.619=-14.24$ mA/(cm K). The other elements are $\alpha_{xz}=\alpha_{zx}=0.860$ and $\alpha_{zz}=3.134$ in the same unit. With $\det\sigma=955.3$ (S/cm)², the off-diagonal Seebeck elements in mV/K are

$$
S_{xz}=\frac{\sigma_{zz}\alpha_{xz}-\sigma_{xz}\alpha_{zz}}{\det\sigma}=\frac{18.39-41.27}{955.3}=-0.024,
$$

$$
S_{zx}=\frac{\sigma_{xx}\alpha_{zx}-\sigma_{zx}\alpha_{xx}}{\det\sigma}=\frac{45.4+187.5}{955.3}=0.244 .
$$

The full tensors are

$$
S=\begin{pmatrix}-331&-24\\244&161\end{pmatrix}\ \text{µV/K},\qquad
\Pi=\begin{pmatrix}-99.2&73.1\\-7.2&48.4\end{pmatrix}\ \text{mV}.
$$

The Peltier relation reads $\Pi_{xz}=300\ \text{K}\times0.2438\ \text{mV/K}=73.1$ mV, whereas $TS_{xz}=-7.2$ mV. As an independent test, the heat and charge currents under a field alone were summed over a three-dimensional grid of $\mathbf k$, with the valence band treated as electrons. The resulting $\Pi$ agrees with $TS^{\mathsf T}$ to $6\times10^{-6}$ of the largest element.

The tilt formula, with $\delta_e=36.04$ and $\delta_h=14.22$ S/cm, gives

$$
S_{xz}-S_{zx}=-\frac{1013\times36.04\times14.22\times\sin80^\circ}{2\times955.3}=-268\ \text{µV/K},
$$

or $-3.11\,k_B/e$, in agreement with the matrices. The antisymmetric part of $S_{xz}$ is half of this, $-134$ µV/K, and the symmetric part is $+110$ µV/K. They nearly cancel in $S_{xz}$ and add in size in $S_{zx}$. A gradient of 10 K/cm along $x$ produces $E_z=2.4$ mV/cm, while the same gradient along $z$ produces $E_x=-0.24$ mV/cm. Both values presume no transverse temperature gradient and a single $\mu$ shared by electrons and holes. The second condition requires recombination: at open circuit the two currents cancel, but electrons and holes still drift sideways together. The sample must therefore be wide compared with the ambipolar diffusion length, which for an assumed carrier lifetime of 1 µs is about 42 µm along $z$ and 54 µm along $x$, and scales as the square root of the lifetime.

**Carrier balance.** The matrices give $\det\sigma_e=312$ and $\det\sigma_h=90$ (S/cm)², so the optimum is $\lambda=1.86$: the hole conductivity is below the value that would maximize the asymmetry at fixed $s_e$ and $s_h$. Halving the hole relaxation time, with all else fixed, lowers its magnitude by 22%.

**Neglected effects.** The remaining comparisons keep $\mu$, the gap and $T$ fixed unless stated. Classical statistics would change the asymmetry by $-0.4\%$, so degeneracy is unimportant. A Kane-type dispersion $E(1+E/E_g)=\tfrac12\mathbf k\cdot W\mathbf k$, imposed on each pocket with its own $W$ and with $\tau$ inversely proportional to the density of states, changes it by $-6\%$. This size is only indicative: a pure two-band Hamiltonian gives electrons and holes the same mass tensor and hence no asymmetry, so the different masses and tilts assumed here must come from other bands. An energy-independent $\tau$ changes it by $+8\%$. Reducing the gap and $\mu$ by 10% gives $-5\%$, and raising the temperature to 350 K gives $-7\%$.

Electron-hole drag breaks the symmetry of $\alpha$. Model it by a friction force density $\pm G(\mathbf u_e-\mathbf u_h)$ with $G=m_r\sqrt{n_en_h}/\tau_{eh}$, where $m_r$ is the reduced mass of the two density-of-states masses $m_e^*$ and $m_h^*$. For a momentum-exchange time $\tau_{eh}$ of 1 ps, $|\alpha_{xz}-\alpha_{zx}|$ reaches 9% of the largest element of $\alpha$, yet $S_{xz}-S_{zx}$ moves by only $-0.13\%$. The reason lies in the open-circuit condition $n_e\mathbf u_e=n_h\mathbf u_h$ for densities $n_i$ and drift velocities $\mathbf u_i$. If the densities were equal, the drift velocities would be equal too, and a friction force proportional to $\mathbf u_e-\mathbf u_h$ would vanish. Here $n_e=1.025\times10^{17}$ and $n_h=0.897\times10^{17}$ cm⁻³, so little friction remains. This holds only near equal densities: with $\mu$ at 0.13 eV, where $n_e/n_h=5.3$, the same exchange time lowers the magnitude of the asymmetry by 16%. That figure depends on the definition of $G$: taking $G=n_hm_h^*/\tau_{eh}$ gives 17%, and $G=n_em_e^*/\tau_{eh}$ gives 44%. In this drag model, too, $\Pi=TS^{\mathsf T}$ holds.

**Relation to real materials.** The gap, temperature and mobilities (330 to 2630 cm²/Vs) are meant to resemble a narrow-gap semiconductor in bipolar conduction; no particular compound is represented. The carrier densities near $10^{17}$ cm⁻³ keep the conductivity low. The mass ratios and the 40° tilt difference were chosen to make the asymmetry large. A real crystal need not have equal relaxation times for both carriers. Halving the hole relaxation time gives the 22% reduction above, whereas doubling it raises the magnitude of the asymmetry by 7%. Phonon drag is omitted and not sized, since it requires a phonon model. Anisotropic relaxation times and inelastic scattering by optical phonons are also omitted and not sized; both can matter in a polar narrow-gap semiconductor at 300 K.

The Boltzmann description is reasonable here: $\hbar/\tau_0=0.0033$ eV is well below $k_BT$. In the 10 K/cm gradient, the largest thermoelectric field gives a carrier about $10^{-6}k_BT$ over a free path of about 600 Å, and the net driving field $\mathbf E-s_i\nabla T$ of a pocket at most about $2\times10^{-6}k_BT$, which supports linear response. The remaining values are in the numerical output.

## Table of computed values

```
rational S (xx,xz,zx,zz): [1/2, 1/2, 1, 3]  Pi/T: [1/2, 1, 1/2, 3]
T = 300 K, gap = 0.20 eV, mu above valence top = 0.11 eV
kT = 0.02585 eV, tau0 = 0.20 ps
electron masses light,heavy,y [m_e]: (0.1, 0.6, 0.3) tilt 10 deg
hole masses light,heavy,y [m_e]: (0.2, 0.8, 0.4) tilt 50 deg
eta electron, hole: -3.4814, -4.2550
electron, hole density [cm^-3]: 1.025e+17, 8.966e+16
electron mobility light,heavy [cm2/Vs]: 2634, 439
hole mobility light,heavy [cm2/Vs]: 1320, 330
pocket Seebeck s_e, s_h [uV/K]: -473.66, 539.62
sigma_e xx,xz,zx,zz [S/cm]: 42.165, 6.164, 6.164, 8.295
sigma_h xx,xz,zx,zz [S/cm]: 10.619, 7.004, 7.004, 13.089
sigma xx,xz,zx,zz [S/cm]: 52.784, 13.168, 13.168, 21.384
alpha xx,xz,zx,zz [mA/(cm K)]: -14.242, 0.860, 0.860, 3.134
principal differences d_e, d_h [S/cm]: 36.043, 14.224
det sigma [(S/cm)^2]: 955.34
S xx,xz,zx,zz [uV/K]: -330.64, -23.94, 243.82, 161.29
S xx,xz,zx,zz [k_B/e]: -3.8369, -0.2778, 2.8294, 1.8717
Pi xx,xz,zx,zz [mV]: -99.191, 73.146, -7.182, 48.387
T S (not transposed) xx,xz,zx,zz [mV]: -99.191, -7.182, 73.146, 48.387
S_xz - S_zx: matrix -267.76, tilt formula -267.76 uV/K
k-grid relative deviation sigma, S, Pi: 2.1e-06, 6.3e-06, 6.3e-06
open-circuit electronic kappa eigenvalues [W/(m K)]: 0.1051, 0.3127
gradient 10 K/cm along x: E_z = 2.438 mV/cm
gradient 10 K/cm along z: E_x = -0.239 mV/cm
collision model, |alpha_xz-alpha_zx|/max|alpha|: elastic 0.0e+00, inelastic 4.4e-02
Neglected or varied effects: S_xz - S_zx [uV/K], change [%]
  classical statistics: -266.75, -0.38
  nonparabolic two-band dispersion: -250.81, -6.33
  energy-independent tau: -290.32, +8.42
  hole tau halved: -209.30, -21.83
  electron-hole drag: -267.41, -0.13
  gap and mu 10% smaller: -254.76, -4.86
  350 K at fixed gap and mu: -248.88, -7.05
drag time 1.0 ps: |alpha_xz-alpha_zx|/max|alpha| = 0.0904
collision broadening hbar/tau0 = 0.00329 eV
free path, light electron axis = 603 angstrom
largest field energy gain per free path / kT = 7.7e-07
```
